# Thickness spread in atomic layer deposition on an agitated powder

## The question

An agitated powder is coated by atomic layer deposition in $n$ cycles. Each cycle has a metal-precursor step and a co-reactant step. The metal precursor is present at sufficient pressure in one region, the dose zone, and particles wander in and out of it. During the metal step of one cycle a particle makes $K$ visits to the zone, where $K$ has a Poisson distribution with mean $m>0$:

$$P(K=k)=\frac{m^k e^{-m}}{k!},\qquad k=0,1,2,\dots$$

Visits are short compared with the metal step, so they are treated as point events. Unless a part says otherwise, assume the following.

- The numbers of visits of a particle in different cycles are independent, and different particles move independently.
- All particles have the same $m$.
- One visit saturates the surface, and further visits in the same cycle add nothing.
- The co-reactant step reaches every particle and makes the surface ready for the next metal step.
- A saturated cycle adds the same thickness $g$ from the first cycle on, without a nucleation delay.

The growth of one saturated cycle is called a layer; it need not be a full atomic layer. The relative spread $r$ is the standard deviation of the thickness $h$ over particles divided by its mean, with uncoated particles included.

## (a) One cycle

**Find the mean and the variance of the thickness added to a particle in one cycle.**

*Answer.* Let $X=1$ if the particle is dosed at least once in the cycle and $X=0$ otherwise. The added thickness is $gX$. A particle is missed when $K=0$, which has probability $e^{-m}$. The hit probability is therefore

$$p=P(K\ge 1)=1-e^{-m}.$$

The mean of $X$ is $1\cdot p+0\cdot(1-p)=p$. Since $X$ is 0 or 1, $X^2=X$, so the mean of $X^2$ is also $p$ and

$$\mathrm{Var}\,X=E[X^2]-(E[X])^2=p-p^2=p(1-p).$$

The thickness added in one cycle has mean $gp$ and variance $g^2p(1-p)$. Saturation has turned a Poisson number of visits into a yes-or-no variable.

## (b) Many cycles

**Show that after $n$ cycles $r=1/\sqrt{n(e^m-1)}$, and say where independence is used.**

*Answer.* Let $X_c$ be the hit variable of cycle $c$. The thickness is $h=g\sum_{c=1}^n X_c$. Means add whether or not the cycles are independent:

$$E[h]=ngp.$$

The variance of a sum is the sum of the variances plus all covariances between different cycles. Independence between cycles makes these covariances zero, so

$$\mathrm{Var}\,h=ng^2p(1-p).$$

Dividing the variance by the square of the mean gives

$$r^2=\frac{ng^2p(1-p)}{n^2g^2p^2}=\frac{1-p}{np}.$$

Now insert $1-p=e^{-m}$ and $p=1-e^{-m}$, and multiply numerator and denominator by $e^m$:

$$r^2=\frac{e^{-m}}{n(1-e^{-m})}=\frac{1}{n(e^m-1)}.$$

The positive square root is the required result. The growth per cycle cancels because it is common to all particles.

The independence that matters in this derivation is between the cycles of one particle. Independence between particles has a different role: it lets the spread measured over a large powder sample approach the spread calculated from the probability distribution of a single particle.

## (c) What saturation does

**Find the limits of small and large $m$. Compare the result with a process in which every visit deposits a thickness $g$, first at the same $m$ and $n$, then at the same mean thickness.**

*Answer.* For small $m$, $e^m-1\approx m$ and $r\approx 1/\sqrt{nm}$. For large $m$, the 1 is negligible beside $e^m$ and $r\approx e^{-m/2}/\sqrt n$.

If every visit deposits, the thickness is $g$ times the total number of visits. That total is a sum of $n$ independent Poisson numbers, with mean $nm$ and variance $nm$. Hence

$$r_{\rm every}=\frac{\sqrt{nm}}{nm}=\frac{1}{\sqrt{nm}}.$$

At the same $m$ and $n$ the saturating process has the smaller spread, because $e^m-1=m+m^2/2+\dots>m$. The two agree as $m\to0$, where a second visit in the same cycle is rare and saturation has nothing to suppress.

This comparison does not hold the thickness fixed. For a mean thickness $H$, the saturating process has $np=H/g$, so

$$r^2=\frac{1-p}{np}=\frac{g\,e^{-m}}{H}.$$

The process in which every visit deposits has $nm=H/g$ and $r_{\rm every}^2=g/H$. At equal mean thickness, saturation thus reduces the spread by the factor $e^{-m/2}$. The number of cycles must be adjusted to hold $H$ fixed.

## (d) Numbers for an alumina coating

**Take $g=0.11$ nm, $n=50$ and $m=2$. Find the mean thickness, its standard deviation and $r$. What fraction of particles is more than 10% thinner than the mean? What $m$ would give $r=2\%$ in 50 cycles?**

*Answer.* The growth per cycle is a rough typical value for alumina from trimethylaluminium and water; $m$ is a chosen value. The miss probability is $e^{-2}=0.1353$ and $p=0.8647$. The mean number of layers is $50\times0.8647=43.23$, and its standard deviation is

$$\sqrt{50\times0.8647\times0.1353}=2.419.$$

Multiplication by 0.11 nm gives a mean thickness of 4.756 nm and a standard deviation of 0.266 nm. The relative spread is $2.419/43.23=5.59\%$. If every visit deposited, it would be $1/\sqrt{100}=10\%$ at the same $m$ and $n$.

The number of layers has a binomial distribution. Ninety per cent of the mean is 38.9 layers, so the particles in question have 38 layers or fewer. Summing the binomial probabilities from 0 to 38 gives 3.2%.

For a required spread, solve the law for $m$:

$$e^m-1=\frac1{nr^2},\qquad m=\ln\!\left(1+\frac1{nr^2}\right).$$

With $n=50$ and $r=0.02$, $nr^2=0.02$ and $m=\ln51=3.93$. The law gives these other values:

| $m$ | $n$ | $r$ |
|---:|---:|---:|
| 0.5 | 50 | 17.6% |
| 1 | 50 | 10.8% |
| 4 | 50 | 1.93% |
| 2 | 10 | 12.5% |
| 2 | 200 | 2.80% |

Starting from $m=2$ and $n=50$, four times as many cycles halve the spread, while twice as many visits per cycle reduce it by a factor of about 2.9. If the visit rate is constant, the second change means doubling the duration of the metal step.

## (e) A visit that does not saturate

**Suppose each visit leaves a fraction $q$ of the open sites unreacted. Derive the new spread. Evaluate it for trimethylaluminium at 450 K and 0.10 Torr, with visits of 0.10 s, a reaction probability of 0.001 and an area of 0.25 nm² per adsorbed molecule. Repeat for one tenth of the pressure.**

*Answer.* After $K$ visits a fraction $q^K$ of the sites is still open, so the uptake is $U=1-q^K$ of a layer. Every site is available again in the next cycle: unreacted sites have stayed open, and the co-reactant has renewed the others. The uptakes of different cycles are therefore still independent.

For any number $s$ between 0 and 1,

$$E[s^K]=e^{-m}\sum_{k=0}^{\infty}\frac{(ms)^k}{k!}=e^{-m}e^{ms}=e^{-m(1-s)}.$$

Setting $s=q$ gives the mean of $q^K$, and setting $s=q^2$ gives the mean of its square. Subtracting $q^K$ from 1 does not change the variance, so

$$E[U]=1-e^{-m(1-q)},$$

$$\mathrm{Var}\,U=e^{-m(1-q^2)}-e^{-2m(1-q)},\qquad r=\frac{\sqrt{\mathrm{Var}\,U/n}}{E[U]}.$$

For $q\to0$ these return $p$ and $e^{-m}-e^{-2m}=p(1-p)$, as in part (a).

The value of $q$ follows from the gas flux. Let $M$ be the molecular mass, $P$ the pressure and $P/k_BT$ the number density. The flux onto a wall is the density times the average of the velocity component $v$ towards it:

$$F=\frac{P}{k_BT}\sqrt{\frac{M}{2\pi k_BT}}\int_0^\infty v\,e^{-Mv^2/2k_BT}\,dv.$$

The integral equals $k_BT/M$, hence $F=P/\sqrt{2\pi Mk_BT}$. For a molar mass of 72.09 g/mol this is $1.95\times10^{19}$ cm⁻² s⁻¹. With reaction probability $\beta$ and site area $A=2.5\times10^{-15}$ cm², an open site reacts at the rate

$$\kappa=\beta FA=48.8\ \mathrm{s^{-1}}.$$

The open fraction $\phi$ obeys $d\phi/dt=-\kappa\phi$. Starting from 1, it falls in a visit of duration $t_v$ to

$$q=e^{-\kappa t_v}=e^{-4.88}=0.0076.$$

The spread becomes 5.60% instead of 5.59%. On a freely exposed surface, the assumption of saturation is good for these parameters, provided every visit lasts 0.10 s. If visit times are instead exponentially distributed with the same mean, short visits do not saturate. The open fraction after $K$ visits is then a product of $K$ independent factors $e^{-\kappa t}$, and the mean of such a product is the product of the means. Hence $q$ and $q^2$ are replaced by their averages over the visit time, $1/(1+\kappa t_v)=0.17$ and $1/(1+2\kappa t_v)=0.093$, and the spread is 6.2% (9.4% at one tenth of the pressure). These figures treat visits as point events, which for visits of 0.10 s needs a metal step of roughly ten seconds or more. In a shorter step a particle is often already in the zone when the step begins. With exponentially distributed times inside and outside the zone and two entries per step, the 6.2% becomes about 6.0%, 5.2% and 4.4% for steps of 10 s, 2 s and 1 s.

At one tenth of the pressure, the exponent is ten times smaller and $q=0.614$. The mean uptake falls to $1-e^{-2\times0.386}=0.538$ of a layer per cycle. The mean thickness is then 2.96 nm and the spread 7.16%. This case represents precursor depletion only if the reduction is the same for all particles. Shielding inside agglomerates need not be uniform: if half the particles always see one tenth of the pressure, the difference is permanent, as in part (g), and the spread after 50 cycles is 24%. The two halves take up 0.863 and 0.538 of a layer per cycle, so the mean is 0.700 and half the difference is 23% of it. In the uniform case the mean thickness falls by 38%, a larger relative change than the rise of the spread from 5.60% to 7.16%. With half the particles shielded it falls by only 19%, while the spread grows about fourfold.

## (f) Missed co-reactant doses

**Let the co-reactant, water, also reach a particle at random, with hit probability $p_w$ per cycle, independently of the metal visits, and let one water visit renew the whole surface. A metal-terminated surface cannot take up more precursor until water has reached it. Find $r$ for large $n$, counting a layer when the metal precursor is taken up. Evaluate it for a mean of two water visits per cycle.**

*Answer.* Consider the interval $\tau$, in cycles, between successive layers. After an uptake, let $N_w$ be the number of water steps up to and including the first that hits. The first of these belongs to the same cycle as the uptake, so the surface is ready for a metal step $N_w$ cycles after it. Let $N$ be the number of metal steps then needed, including the successful one. The next uptake comes $N-1$ cycles after the first of these attempts, so

$$\tau=N_w+N-1.$$

Both waits are geometric. For $N$, the first attempt either succeeds or leaves the same problem with one attempt used. This gives

$$E[N]=1+(1-p)E[N],\qquad E[N]=\frac1p,$$

$$E[N^2]=p+(1-p)\left(1+2E[N]+E[N^2]\right).$$

Collecting $E[N^2]$ on the left gives $pE[N^2]=1+2(1-p)/p$, so $E[N^2]=(2-p)/p^2$. Subtracting $1/p^2$ leaves $\mathrm{Var}\,N=(1-p)/p^2$. The same results hold for $N_w$ with $p_w$. The waits are independent, so the mean $\mu$ and variance $\sigma^2$ of $\tau$ are

$$\mu=\frac1{p_w}+\frac1p-1,\qquad \sigma^2=\frac{1-p_w}{p_w^2}+\frac{1-p}{p^2}.$$

For many layers $L$, the central limit theorem gives the elapsed time as $L\mu+\sigma\sqrt L\,Z$, where $Z$ has mean 0 and variance 1. Setting this equal to $n$, and replacing $L$ by $n/\mu$ in the small fluctuating term, gives

$$L\approx\frac n\mu-\frac\sigma\mu\sqrt{\frac n\mu}\,Z.$$

The standard deviation of $L$ is $\sigma\sqrt{n/\mu^3}$ and its mean is $n/\mu$, so to leading order

$$r^2\approx\frac{\sigma^2}{\mu n}.$$

If water never misses, $p_w=1$, then $\mu=1/p$ and $\sigma^2=(1-p)/p^2$, and the formula returns $(1-p)/(np)$.

For $p_w=p=0.8647$, $\mu=1.313$ and $\sigma^2=0.362$. Thus $r\approx\sqrt{0.362/(1.313\times50)}=7.43\%$. A recursion that follows the probabilities of the two surface states and of the layer count through all 50 cycles, starting from a ready surface, gives 7.38% and a mean thickness of 4.20 nm. The large-$n$ formula is already close. Both added assumptions matter. If water hits in exactly those cycles in which the metal precursor hits, a missed water dose never blocks an uptake and the result returns to 5.59% and 4.76 nm. One water visit may also fail to saturate: with water at 0.10 Torr, visits of 0.10 s, the site area of part (e) and a reaction probability of $10^{-4}$, 38% of the metal-terminated sites survive a visit. The mean thickness then falls to about 3.5 nm while the spread stays near 7.3%.

## (g) Particles that differ, and particles that remember

**First let $m$ differ permanently between particles, with half the powder at $0.8m$ and half at $1.2m$. Then return to equal particles, but let the hit variables of cycles $k$ apart have correlation $\rho^k$, with $0<\rho<1$. Find the spread in each case, using $m=2$, $n=50$ and $\rho=0.3$.**

*Answer.* For a particle with a given $p$, the layer count has mean $np$ and variance $np(1-p)$. The variance over the whole powder is the average of the variances plus the variance of the means:

$$\mathrm{Var}\,L=nE[p(1-p)]+n^2\mathrm{Var}\,p.$$

Division by the squared mean, $n^2(E[p])^2$, gives

$$r^2=\frac{E[p(1-p)]/n+\mathrm{Var}\,p}{(E[p])^2}.$$

The first term falls as $1/n$, but the second does not. The two halves have $m=1.6$ and $2.4$, with $p=0.7981$ and $0.9093$. Their mean is 0.8537, and the standard deviation of $p$ is half their difference, 0.0556. The spread after 50 cycles is 8.71%, and the floor for many cycles is $0.0556/0.8537=6.5\%$. More cycles cannot remove it. A larger $m$ can reduce it, because every $p$ then approaches 1.

For equal particles with memory, the covariance of two cycles $k$ apart is $p(1-p)\rho^k$. There are $n-k$ such pairs, and each appears twice in the variance of the sum:

$$\mathrm{Var}\,L=p(1-p)\left[n+2\sum_{k=1}^{n-1}(n-k)\rho^k\right].$$

To evaluate the sum, write $n-k$ as the number of integers $j$ from $k$ to $n-1$ and sum over $k$ first:

$$\sum_{j=1}^{n-1}\sum_{k=1}^{j}\rho^k=\sum_{j=1}^{n-1}\frac{\rho(1-\rho^j)}{1-\rho}=\frac{\rho}{1-\rho}\left[n-\frac{1-\rho^n}{1-\rho}\right].$$

Therefore

$$\mathrm{Var}\,L=p(1-p)\left[n\frac{1+\rho}{1-\rho}-\frac{2\rho(1-\rho^n)}{(1-\rho)^2}\right].$$

The mean is unchanged. For large $n$ the first term dominates, and the spread of part (b) is multiplied by $\sqrt{(1+\rho)/(1-\rho)}=1.36$. The full expression at $n=50$ gives 7.57%. Memory of this kind leaves the $1/\sqrt n$ decay intact, unlike a permanent difference.

## (h) Use in a real reactor

**How far can the 5.59% of part (d) be trusted for a real powder coating?**

*Answer.* A growth of about 0.1 nm per cycle is typical of this alumina process. The reaction probability and site area are rough values, and $m$ depends on the reactor and its agitation, so $m=2$ should not be read as a property of the process. Real powders contain particles and agglomerates of different sizes, which need not circulate alike or receive the same dose. Among the neglected effects calculated in parts (e) to (g), uneven shielding moves the spread most: with half the powder at one tenth of the pressure it rises from 5.59% to 24%. A lasting variation of ±20% in $m$ between particles raises it to 8.71%. Water doses missed independently of the metal doses, memory between cycles and a uniform tenfold lower pressure with visits of fixed length each bring it to between 7% and 8%; with exponentially distributed visit times the lower pressure gives 9.4%. These figures are for 50 cycles, not for equal thickness. At the lower pressure and with visits of fixed length, 80 cycles restore the mean thickness to 4.7 nm and bring the spread back to about 5.7%. With exponentially distributed visit times about 90 cycles are needed and the spread stays near 7%. The strengths of these effects were chosen, not measured, and each was treated alone, so the figures show sensitivity and do not bound the total error. Nucleation delay and differences in $g$ between particles are also left out, and the figure for missed water doses assumes that one water visit saturates. For this example, 5.59% is best read as the contribution of Poisson-distributed visits among equal particles. It is not a lower bound, because the spread depends on the probability of no visit in a cycle, and circulation with more evenly spaced visits can make this smaller than $e^{-m}$ at the same $m$. Suppose only every second event of a Poisson stream with 4 events per metal step counts as a visit, and the first event of each step is equally likely to count or not, independently of earlier steps. Then $m$ is still 2, the miss probability is $\tfrac12e^{-4}+\tfrac12(1+4)e^{-4}=0.055$, and $r^2=(1-p)/(np)$ gives a spread of 3.4%.
